Feshbach projectors, shift and width for two-electron resonances

1. Projectors and the discrete spectrum of QHQ

A nonrelativistic calculation for the two-electron ion Be²⁺, in which both electrons are kept out of the 1s orbital, gives a lowest ¹S level at -3.53527 hartree. In the same approximation, with orbital angular momenta up to 3, the full Hamiltonian has a resonance at -3.53340 hartree with a width of 0.00629 hartree. The restricted problem therefore gives a sharp level, slightly too low, where the full problem has a level of finite lifetime. The first half of this appendix shows why the restricted problem has sharp levels; the second derives the shift and the width.

Hartree atomic units are used. The nucleus is a fixed point charge Z, and relativity and radiation are left out:

H = h₁ + h₂ + 1/r₁₂,  h = -½∇² - Z/r.  (1)

The bound levels of h are εₙ = -Z²/(2n²), with n = 1, 2, …, and its continuum is [0,∞). The ground orbital is φ₀ = 1s, so hφ₀ = ε₁φ₀. Spin is handled by taking spatial functions that are symmetric (singlets) or antisymmetric (triplets) under exchange of the electrons.

Let Pᵢ project electron i on φ₀:

(P₁Ψ)(r₁,r₂) = φ₀(r₁) ∫ φ₀(r)Ψ(r,r₂) d³r,  (2)

and similarly for P₂. Each is an orthogonal projector, and P₁P₂ = P₂P₁ because they act on different electrons. Define

Q = (1-P₁)(1-P₂),  P = 1-Q = P₁+P₂-P₁P₂.  (3)

Since the factors commute, Q² = (1-P₁)²(1-P₂)² = Q. Q is self-adjoint, so it is an orthogonal projector, and so is P; moreover PQ = (1-Q)Q = 0. Exchange turns P₁ into P₂ and leaves Q and P unchanged, so both preserve the symmetry of the wave function. The term P₁P₂ in P is necessary, because

(P₁+P₂)² = P₁+P₂+2P₁P₂,  (4)

which differs from P₁+P₂ on the state φ₀(1)φ₀(2). Without the subtraction that state would be counted twice.

A function belongs to the range of Q when its overlap with φ₀ in either coordinate vanishes for every position of the other electron. The range of P contains functions with at least one electron in 1s. For ε₁ < E < ε₂, an electron can escape to infinity only if the other is left in 1s. This is the reason for the choice of projectors: P contains the open channel, and Q removes it.

Because φ₀ is an eigenfunction of h, P₁ and P₂ commute with h₁+h₂. Hence

PHQ = (h₁+h₂)PQ + P(1/r₁₂)Q = P(1/r₁₂)Q.  (5)

The electron repulsion alone couples the two spaces. With an approximate φ₀, a one-electron term would remain in (5).

One class of states has no coupling at all. If one electron is in 1s and the total orbital angular momentum is L, the other electron must have l = L, and the parity is (-1)ᴸ. States of parity (-1)ᴸ⁺¹ therefore have no component in P. In that sector Q = 1 and QHQ = H, so the Q levels below ε₂ are bound states of H in this model. An example is 2p² ³P, which has L = 1 and even parity. The shift and width below concern parity (-1)ᴸ.

QHQ is now regarded as an operator on the range of Q. On the full space it would also have the eigenvalue zero for every function in P, which has no physical meaning.

Let h′ be h restricted to orbitals orthogonal to φ₀. Its levels are εₙ with n ≥ 2, followed by the continuum from zero. On the range of Q,

QHQ = A + Q(1/r₁₂)Q,  A = h₁′+h₂′.  (6)

The repulsion is positive, so ⟨Φ|QHQ|Φ⟩ ≥ ⟨Φ|A|Φ⟩ for every Q function Φ of finite kinetic energy. Both expectation values are defined on the same functions, because the Coulomb repulsion satisfies ⟨1/r₁₂⟩ ≤ 2‖∇₁Φ‖‖Φ‖.

The spectrum of A consists of sums of two energies of h′. Choose δ > 0 and ask which sums lie below ε₂-δ. If an electron is in the continuum, its energy is at least zero and the other's is at least ε₂, so the sum is at least ε₂. If both have n ≥ 3, the sum is at least 2ε₃ = -Z²/9, which is above ε₂ = -Z²/8. There remain sums ε₂+ε_b with ε_b < -δ. Only finitely many hydrogenic states satisfy this condition. Thus A has a finite number N(δ) of states below ε₂-δ.

This finiteness passes to QHQ by the min-max principle. For a self-adjoint operator B bounded from below, let

μₘ(B) = inf over m-dimensional subspaces of the largest ⟨Φ|B|Φ⟩, ‖Φ‖ = 1.  (7)

Then μₘ is the m-th eigenvalue, counted with multiplicity, as long as it lies below the essential spectrum; otherwise it is the bottom of the essential spectrum. The latter contains continua, accumulation points and levels of infinite multiplicity. From (6), μₘ(QHQ) ≥ μₘ(A). With m = N(δ)+1 this gives μₘ(QHQ) ≥ ε₂-δ. Hence QHQ has at most N(δ) states below ε₂-δ, and no continuum there. Since δ is arbitrary, the following holds:

below ε₂, QHQ has only isolated levels of finite multiplicity, which can accumulate only at ε₂.  (8)

The same inequality places all Q levels at or above 2ε₂ = -Z²/4.

To see that the continuum does begin at ε₂, put one electron in an n = 2 orbital φ₂ and the other in the radial function

u_R(r) = R^(-1/2) g(r/R) sin kr,  (9)

where g is smooth and vanishes outside [1,2]. Symmetrize and apply Q. Derivatives of g, the nuclear attraction and the centrifugal term contribute to (QHQ-ε₂-k²/2)Φ_R terms whose norms vanish at least as fast as 1/R. So does the repulsion, because the average of 1/r₁₂² over the exponentially decaying density |φ₂|² is of order 1/R². The overlap of the distant function with φ₀ is exponentially small. As R grows, Φ_R moves away without ever converging to a normalizable state, so ε₂+k²/2 belongs to the essential spectrum for each k > 0. The spectrum is closed, so ε₂ belongs to it as well. Every allowed symmetry of parity (-1)ᴸ contains such functions, built from 2s and an outer electron with l = L; for parity (-1)ᴸ⁺¹ one uses 2p and l = L.

Statement (8) does not yet say that any level exists. For ¹S this is settled by the two configurations 2s² and 2p², which lie wholly in Q. The angular functions with L = 0 are

Yₗ = √(2l+1) Pₗ(x)/(4π),  x = cos(angle between r₁ and r₂),  (10)

where Pₗ with an argument is a Legendre polynomial. They are normalized over both solid angles, since 8π²∫Pₗ²dx = 16π²/(2l+1). The repulsion is expanded as Σₖ Pₖ(x) r_<ᵏ/r_>ᵏ⁺¹, where r_< and r_> are the smaller and larger radii. The angular factors are

A(l,m,k) = ½√((2l+1)(2m+1)) ∫ Pₗ(x)Pₖ(x)Pₘ(x) dx,  -1 ≤ x ≤ 1.  (11)

The nonzero ones needed are A(0,0,0) = A(1,1,0) = 1, A(1,1,2) = (3/2)(4/15) = 2/5 and A(0,1,1) = (√3/2)(2/3) = 1/√3.

Measure lengths in units of 1/Z; repulsion integrals then carry a factor Z. The radial functions are

u₂ₛ = (r-r²/2)e^(-r/2)/√2,  u₂ₚ = r²e^(-r/2)/(2√6).  (12)

For a radial density ρ, the symmetry of the double integral gives

Iₖ[ρ] = 2 ∫₀^∞ ds ρ(s)sᵏ ∫ₛ^∞ dr ρ(r)r^(-k-1).  (13)

For 2s², ρ = ½(r²-r³+r⁴/4)e^(-r). The inner integral is

½∫ₛ^∞ (r-r²+r³/4)e^(-r)dr = (s³-s²+2s+2)e^(-s)/8.

Multiplication by 2ρ(s) leads to

I₀[2s²] = (1/8)∫₀^∞ (s⁷/4-5s⁶/4+5s⁵/2-5s⁴/2+2s²)e^(-2s)ds.

With ∫₀^∞ sⁿe^(-2s)ds = n!/2ⁿ⁺¹, the integral is (315-450+300-120+32)/64 = 77/64. Hence I₀[2s²] = 77/512.

For 2p², ρ = r⁴e^(-r)/24, and

I₀[2p²] = (1/288)∫₀^∞ s⁴(s³+3s²+6s+6)e^(-2s)ds
= (315+270+180+72)/(16·288) = 93/512,

I₂[2p²] = (1/288)∫₀^∞ s⁶(s+1)e^(-2s)ds
= (315+90)/(16·288) = 45/512.

For the coupling, ρ = u₂ₛu₂ₚ = (r³-r⁴/2)e^(-r)/(4√3). The inner integral without its prefactor is ∫ₛ^∞(r-r²/2)e^(-r)dr = -s²e^(-s)/2. Therefore

I₁[2s2p] = (1/24)∫₀^∞ (-s⁶/2+s⁷/4)e^(-2s)ds
= (1/24)(-180+315)/64 = 45/512.

The 2p² repulsion is 93/512+(2/5)(45/512) = 111/512, and the coupling is 45/(512√3) = 15√3/512. In this two-dimensional space QHQ is

-Z²/4 + (Z/512) [[77, 15√3], [15√3, 111]].  (14)

The mean of the diagonal entries is 94, half their difference is 17, and (15√3)² = 675. The lower eigenvalue is thus

E_trial = -Z²/4+bZ,  b = (94-√(17²+675))/512 = (94-√964)/512.  (15)

Since √964 > 30, b is smaller than 64/512 = 1/8. It follows that bZ < Z²/8 for every integer Z ≥ 1, and E_trial < ε₂. By (7) there is at least one ¹S eigenvalue below the threshold. The mixing with 2p² matters at Z = 1: 2s² alone has 77/512 > 1/8 and would not prove the result.

For Z ≥ 2 there are infinitely many ¹S levels. Put one electron in 2s and the other in

u_a(r) = sin²[π(r-a)/a],  a ≤ r ≤ 2a,  (16)

with u_a = 0 elsewhere. Its norm integral is 3a/8, while ½∫(u_a′)²dr = π²/(4a), so its kinetic energy is 2π²/(3a²). The spherical 2s density produces a repulsive potential no larger than 1/r. The direct energy relative to ε₂ is therefore bounded by

d_a ≤ 2π²/(3a²)-(Z-1)⟨1/r⟩ ≤ 2π²/(3a²)-(Z-1)/(2a).  (17)

The last step uses r ≤ 2a. The attraction falls more slowly than the kinetic energy, so d_a is negative for large a. Choose M shells with a = a₀, 2a₀, …, 2^(M-1)a₀. Their outer functions do not overlap, hence direct terms between different shells vanish. Exchange terms and the changes made by Q contain overlaps of u_a with 2s or 1s and decrease exponentially with a₀. The smallest |d_a| decreases only as 1/a₀ at fixed M. For sufficiently large a₀ the whole M-dimensional space lies below ε₂, and M is arbitrary. By (7) and (8), infinitely many levels accumulate at ε₂. At Z = 1 the net attraction in (17) vanishes, and this argument says nothing about the number of levels.

For Be²⁺, Z = 4, ε₁ = -8 hartree and ε₂ = -2 hartree. Radial quadrature of the direct energy gives -0.1536 hartree for the shell from 6 to 12 bohr and -0.1225 hartree for that from 12 to 24 bohr, both relative to ε₂. Equation (15) gives b = 0.122952 and

E_trial = -4+4(0.122952) = -3.50819 hartree.

A larger configuration-interaction calculation uses l = 0 to 3 and, for each l, 18 orthonormal radial functions proportional to r^(l+1)e^(-3r) times the Laguerre polynomial Lₙ^(2l+2)(6r). The one-electron Hamiltonian is diagonalized first, and every pair containing 1s is removed. Diagonalization in the remaining symmetric pairs gives the lowest levels

-3.53527, -3.13744, -2.60263, -2.45828 hartree.  (18)

There are eight levels below ε₂ in this basis. The number is a property of the finite basis, since the operator itself has infinitely many. Enlarging the radial basis from 14 to 18 functions changes each of the two lowest levels by at most 7.5×10⁻⁶ hartree. A further enlargement to 26 functions lowers the four levels by about 1, 5, 2 and 24×10⁻⁶ hartree. The truncation in l matters more: extending l from 3 to 7 lowers them by 0.00004, 0.0020, 0.00003 and 0.0004 hartree, so the digits in (18) belong to l ≤ 3, and the second level is the least converged. If 1s is retained, the first level above -6 hartree in the smaller basis moves by 1.757 hartree when levels are matched by their order. It represents the 1s continuum and has no fixed energy of its own. Restricting l to at most 2 gives -3.53519 hartree for the first level in (18), so the l = 3 functions lower it by 0.00009 hartree (0.000087 before rounding); they lower the second level by 0.0041 hartree.

2. Shift, width and their evaluation

The two-electron Hamiltonian is H = h₁+h₂+1/r₁₂, with nuclear charge Z and one-electron levels εₙ = -Z²/(2n²). The projector Q removes the 1s orbital φ₀ from both electrons, and P = 1-Q. Below ε₂, QHQ has discrete levels ℰₙ with normalized functions Φₙ. P and Q are coupled only by 1/r₁₂. The energy is now in the interval ε₁ < E < ε₂, and the parity is (-1)ᴸ, so that for given L and spin there is one open channel.

Apply Q and P in turn to (E-H)Ψ = 0:

(E-QHQ)QΨ = QHPΨ,  (19)

(E-PHP)PΨ = PHQΨ.  (20)

If E is not a Q level, the operator on the left of (19) can be inverted, because the continuum of QHQ starts at ε₂. The source on the right is normalizable although PΨ contains a scattering wave. At large r₂ the repulsion is 1/r₂ plus terms of order r₁/r₂². The first term leaves electron 1 in φ₀ and is removed by Q; the rest, multiplied by a wave of order 1/r₂, is square-integrable. Thus QΨ is a localized part of the scattering state, and

[E-PHP-PHQ(E-QHQ)⁻¹QHP]PΨ = 0.  (21)

Near a chosen level ℰₛ its term in the inverse is large. Write |V⟩ = PH|Φₛ⟩ and keep the other Q states in

H′(E) = PHP+Σ_{n≠s} PH|Φₙ⟩⟨Φₙ|HP/(E-ℰₙ).  (22)

The sum includes the integral over the Q continuum. With c = ⟨Φₛ|Ψ⟩, equations (19) and (20) become

(E-ℰₛ)c = ⟨V|PΨ⟩,  (E-H′)PΨ = |V⟩c.  (23)

No approximation has been made. H′ depends on E, but varies smoothly if E stays away from the other ℰₙ.

For ¹S, (23) can be written for a single radial function u. Split u = u_⊥+aφ₀, where u_⊥ is orthogonal to φ₀. The corresponding normalized two-electron functions are (φ₀u_⊥+u_⊥φ₀)/√2 and φ₀φ₀, with the first factor belonging to electron 1. Both are covered by

Su = [φ₀(tu)+(tu)φ₀]/√2,  t = 1-(1-1/√2)|φ₀⟩⟨φ₀|.  (24)

Indeed tu = u_⊥+aφ₀/√2, and the last term contributes 2aφ₀φ₀/(√2·√2) = aφ₀φ₀. Therefore ⟨Su|Sv⟩ = ⟨u|v⟩. Without t, the 1s² component would have the wrong norm.

The one-electron part of H acts on u as ε₁+h: for u_⊥ this is immediate, and for φ₀ it gives 2ε₁. In the repulsion, the two direct and two exchange products each cancel the factor ½ from normalization. Hence

PHP → ε₁+h+t(J+K)t,  (25)

where J is the repulsion from the density φ₀² and K is the exchange operator, (Ku)(r) = φ₀(r)∫φ₀(r′)u(r′)/|r-r′| d³r′. Since Φₛ is symmetric, the two terms of Su couple to it equally:

⟨V|Su⟩ = √2⟨Φₛ|1/r₁₂|φ₀(tu)⟩ = ∫₀^∞ w(r)u(r)dr.  (26)

Equation (26) defines w; from here u and φ₀ denote radial functions including the factor r. Let Φₛ have expansion coefficients Cˡ_ab, symmetric in a and b, in products f_a(r₁)f_b(r₂)/(r₁r₂) times the angular functions Yₗ = √(2l+1)Pₗ(x)/(4π), where Pₗ(x) is a Legendre polynomial and x the cosine of the angle between the electrons. The angular coupling to 1s plus an s wave is 1/√(2l+1), and w = tw̃ with

w̃(r) = √2 Σₗ(2l+1)^(-1/2) Σ_ab Cˡ_ab f_b(r) ∫₀^∞ f_a(r′)φ₀(r′) r_<ˡ/r_>ˡ⁺¹ dr′.  (27)

Here r_< and r_> are the smaller and larger of r and r′. For ³S the minus sign of exchange changes J+K to J-K, and u must be orthogonal to φ₀ because adding φ₀ to u does not change the antisymmetrized state.

At large r the outer electron sees the charge Z-1. Let k = √(2(E-ε₁)) and let θ(r) be its asymptotic phase, including the Coulomb logarithm and the phase shift due to H′. In the absence of Φₛ, the real scattering solution is normalized as

u_E → √(2/(πk)) sin θ(r).  (28)

For a pure sine wave, (2/π)∫₀^∞ sin kr sin k′r dr = δ(k-k′) for positive k and k′. Since dE = k dk, δ(k-k′) = kδ(E-E′), and the additional factor 1/√k in (28) gives the overlap δ(E′-E″) for two continuum solutions, with energies E′ and E″, of the operator H′ taken at one fixed E. This is normalization per unit energy. Because H′ depends on E, the functions u_E and u_E′ obtained from H′(E) and H′(E′) belong to different operators; their overlap has the same delta term and, in general, a regular remainder. The slowly varying Coulomb logarithm does not change the singular term.

Now let X be the outgoing solution of (E-H′)X = w, regular at the origin:

X → B√(2/(πk)) e^(iθ(r)).  (29)

To find B, multiply the equation for X by u_E, subtract the equation for u_E multiplied by X, and integrate. The potentials and the nonlocal terms are symmetric and cancel. The kinetic energy leaves a term at large r:

v ≡ ∫₀^∞ w u_E dr = ½(u_E X′-u_E′X)_{r→∞}.  (30)

With X = B√(2/(πk))(cos θ+i sin θ), the part proportional to sin θ drops out of the difference. The remainder is (2/(πk))B(-k sin²θ-k cos²θ) = -2B/π. Thus v = -B/π, or B = -πv.

The imaginary part of X satisfies the equation without a source, because w is real. It is regular and tends to -πv√(2/(πk)) sin θ, so Im X = -πvu_E. Define the level function

Λ(E) = ∫₀^∞ wX dr = ⟨V|(E+i0-H′)⁻¹|V⟩ = Δ(E)-iΓ(E)/2.  (31)

Its imaginary part is -πv². This gives the width formula

Γ(E) = 2πv² = 2π|⟨Φₛ|QHP|ψ_E⟩|²,  ψ_E = Su_E.  (32)

The factor 2π belongs to waves normalized per unit energy. With another normalization the matrix element and the prefactor both change.

For the shift, expand the inverse in (31) in the eigenstates of H′ at the fixed value of E. Let χⱼ be its bound states with energies Bⱼ, and ψ_E′ its continuum states. The real part of 1/(E-E′+iη) is (E-E′)/[(E-E′)²+η²], which becomes the principal value, denoted PV, as η → 0:

Δ(E) = Σⱼ|⟨χⱼ|V⟩|²/(E-Bⱼ)+PV∫dE′|⟨ψ_E′|V⟩|²/(E-E′).  (33)

P states below E raise the level and those above lower it. The bound terms belong in the sum: for Z ≥ 2 the configuration 1s² has the energy -Z²+5Z/8, below the open-channel threshold -Z²/2, so PHP has at least one bound state there.

The scattering solution of (23) with a real wave is PΨ = u_E+c Re X. Insertion in the first equation gives (E-ℰₛ)c = v+Δc, and therefore c = v/(E-ℰₛ-Δ). At large distance Re X tends to -πv√(2/(πk)) cos θ. Comparing the result with sin(θ+δ_r), which is proportional to sin θ+tan δ_r cos θ, yields

tan δ_r = -(Γ/2)/(E-ℰₛ-Δ).  (34)

The resonant phase δ_r is added to the phase already contained in θ. It passes through π/2 at

E_r = ℰₛ+Δ(E_r).  (35)

If Δ and Γ are nearly constant over a range much wider than Γ around E_r, (34) describes a rise by nearly π across that range. For outgoing waves the denominator E-ℰₛ-Δ becomes E-ℰₛ-Λ(E). Its continuation into the lower half-plane vanishes at the resonance pole z. Set z = E_r+ξ and expand Λ to first order:

ξ+E_r-ℰₛ-Λ(E_r)-Λ′(E_r)ξ = 0.

By (35), the terms without ξ sum to iΓ/2, and

z = E_r-i(Γ/2)/(1-Λ′(E_r)).  (36)

When Λ′ is negligible, the amplitude e^(-izt) gives a probability e^(-Γt), and the lifetime is 1/Γ in atomic units.

A calculation in a finite interval needs the correct boundary term. Let bᵢ be real radial basis functions on [0,R] that vanish at r = 0 but need not vanish at R. Integrating the kinetic term by parts gives

∫bᵢ(E-H′)X dr = Σⱼ Mᵢⱼxⱼ+½bᵢ(R)X′(R),  (37)

where X = Σⱼxⱼbⱼ and M contains -½∫bᵢ′bⱼ′dr together with E, the potentials and the sum from (22). Choose R so large that, from there outward, w and every part of H′ beyond the kinetic energy, the constant ε₁ and the Coulomb potential of charge Z-1 are negligible. Let f and g be the regular and irregular Coulomb waves for this charge, with f′g-fg′ = k. The outgoing wave is proportional to g+if, so

X′(R) = λX(R),  λ = (g′+if′)/(g+if) at R.  (38)

With β the column of the values bᵢ(R) and W the column of ∫bᵢw dr, one solves

(M+½λββᵀ)x = W,  Λ = Wᵀx.  (39)

There is no complex conjugation in the last product. For the standing wave one solves Mx = -½β, which sets u′(R) = 1, and matches u to pf+qg:

p = (g-ug′)/k,  q = (f′u-f)/k.  (40)

Multiplication of u by √(2/(πk))/√(p²+q²) gives the normalization (28).

For the lowest ¹S level of Be²⁺, the Q functions come from configuration interaction with l ≤ 3 and 18 Laguerre radial functions for each l. The open-channel basis is rPₘ(2r/R-1), with Legendre polynomials m = 0 to 89 and R = 27 bohr. All other Q states of the finite basis enter (22). Iteration of (35) gives

ℰₛ = -3.53527 hartree,
Δ = 0.001871 hartree = 0.0509 eV,
E_r = -3.53527+0.00187 = -3.53340 hartree = -96.149 eV.

The zero of energy is the bare nucleus with both electrons removed and at rest. The emitted electron has the energy E_r-ε₁ = -3.53340+8 = 4.46660 hartree. The positive Δ means that the upward contributions in (33) outweigh the downward ones.

The outgoing solution (39) and the standing wave inserted in (32) both give

Γ = 0.006290 hartree = 0.1712 eV.

The lifetime ħ/Γ is 3.85 fs. These digits belong to l ≤ 3. With all angular momenta included, in a basis containing r₁₂, the pole lies at -3.53345 hartree (-96.150 eV) with a width of 0.006274 hartree (0.1707 eV, lifetime 3.855 fs): the position is 0.00005 hartree lower and the width 0.3% smaller. The shift Δ changes by only about 0.000002 hartree when l is extended to 7. If the other Q states are left out of H′, with E unchanged, the width becomes 0.006365 hartree, which is 1.2% larger than the value with them. Here the other Q states change the width only slightly, but a calculation of the width at the one-percent level must retain them.

The derivative at E_r, obtained by a central difference, is Λ′ = 0.000036+0.000445i. It is dimensionless and small, so the level function is almost constant across the resonance. At E_r-Γ/2 and E_r+Γ/2 the resonant phases are 45.01° and 135.01°. A constant Λ would give 45° and 135°. The imaginary part of Λ′ means dΓ/dE = -0.00089: the width is slightly larger below E_r and smaller above it, and by (34) both changes increase the phase angle.

A calculation without P and Q gives the pole directly. In complex rotation every radius is multiplied by e^(iϑ), so the kinetic energy acquires e^(-2iϑ) and all Coulomb terms acquire e^(-iϑ). If ϑ is large enough, the outgoing wave of the resonance decays; if ϑ is also below π/2, the 1s factor e^(-Zr) of the other electron still decays after the rotation. The resonance can then be represented by normalizable functions. At ϑ = 0.5 rad, in the same Laguerre basis with 1s restored, inverse iteration gives the second line below; the first line follows from (36):

Feshbach: Re z = -3.533401, -2 Im z = 0.006290 hartree,
rotation: Re z = -3.533401, -2 Im z = 0.006286 hartree.

The widths differ by 0.000004 hartree, or 0.06% of the rotated value. Most of the difference is a finite-basis error of the rotation: in the rotated 18-function basis the Q level itself, which should be real, has an imaginary part of 1.6×10⁻⁶ hartree, and this lowers the rotated width by about 0.000003 hartree. With 26 radial functions and ϑ = 0.45 rad the rotated width is 0.006288 hartree. Their agreement does not measure the effects omitted from both: l > 3, relativity, nuclear motion and radiative decay.

The separation of one level can fail as a useful description when another ℰₙ of the same symmetry, coupled to the same channel, lies within about one width of the resonance. Its term in (22) contains 1/(E-ℰₙ) and can then vary rapidly across the resonance, so that the first-order expansion behind (36) is no longer reliable. How large the error is depends on the coupling of that level. It is then better to keep both levels explicitly: c becomes a column and Λ a matrix. Close to ε₂ the ¹S levels of QHQ accumulate for Z ≥ 2 and their spacings tend to zero. Whether neighbouring resonances then overlap depends on how fast the widths decrease, which the calculation for the lowest level does not show. Above ε₂, an electron can escape while the other remains in n = 2. Q then contains an open channel, (E-QHQ)⁻¹ no longer produces a localized function, and the projectors must be enlarged to place the n = 2 channels in P.
